# Squared parentage coefficient from seniority one to the seniority-zero parent

## Rotational symmetry and the form of the coefficient

A state with total angular momentum $J=0$ has no preferred direction, so its electrons must occupy all orbitals of a shell equally. This fact fixes how much room the state leaves for one more electron, and with it the sum of the squared parentage coefficients that belong to this parent.

Take a shell of half-integer $j$ with its $2j+1$ orbitals $\varphi_m$, $m=-j,\dots,j$. The operator $a_m^\dagger$ creates an electron in $\varphi_m$, and $n_m=a_m^\dagger a_m$. With $\alpha_m=\sqrt{(j-m)(j+m+1)}$, the raising operator of the total angular momentum is $J_+=\sum_m\alpha_m a_{m+1}^\dagger a_m$, so that

$$[J_+,a_m^\dagger]=\alpha_m a_{m+1}^\dagger,\qquad [J_+,a_{m+1}]=-\alpha_m a_m. \tag{1}$$

Let $\Phi$ be a normalized state of $N-1$ electrons with $J=0$. Both $J_+$ and $J_-=J_+^\dagger$ annihilate it, so the expectation value of any commutator with $J_+$ vanishes in $\Phi$. For the operator $a_m^\dagger a_{m+1}$, equation (1) gives

$$0=\langle\Phi|[J_+,a_m^\dagger a_{m+1}]|\Phi\rangle=\alpha_m\left(\langle n_{m+1}\rangle-\langle n_m\rangle\right). \tag{2}$$

Since $\alpha_m\neq0$ for $m<j$, neighbouring orbitals are equally occupied. The occupations add up to $N-1$, hence $\langle n_m\rangle=(N-1)/(2j+1)$. From $a_ma_m^\dagger=1-n_m$ it follows that

$$\|a_m^\dagger\Phi\|^2=1-\langle n_m\rangle=\frac{2j+2-N}{2j+1}. \tag{3}$$

This is the probability that orbital $m$ is still free. Because $\Phi$ is invariant under rotations, $a_m^\dagger\Phi$ transforms as $a_m^\dagger$ does: it has $J=j$ and $M=m$. Symmetry therefore fixes the total strength with which $\Phi$ is connected to the $N$-electron states with $J=j$. It does not say how that strength is shared when there are several such states. For the fully paired parent, the $J=0$ state of seniority zero defined below, the quasispin operators will show that all of it goes to the state of seniority one. A $J=0$ parent orthogonal to the fully paired one sends none of it to the state of seniority one; its strength goes entirely to states of higher seniority.

## The coefficient and its operator form

Let $\Psi_m$ be the normalized antisymmetric state of $j^N$ with seniority $v=1$, $J=j$, $M=m$. From here on $\Phi$ is the state of $j^{N-1}$ with $v=0$, $J=0$. Seniority, defined below, is the number of electrons not bound in $J=0$ pairs. It has the same parity as the electron number, so $N$ must be odd, and $1\le N\le 2j$.

A parentage expansion writes $\Psi_m$ as a sum of antisymmetric states of electrons $1,\dots,N-1$, each coupled to the orbital of electron $N$. For a parent with $J=0$ the Clebsch–Gordan coefficient is 1, and the parentage coefficient is the overlap

$$c=\langle\Phi(1,\dots,N-1)\,\varphi_m(N)\,|\,\Psi_m(1,\dots,N)\rangle. \tag{4}$$

The product on the left is not antisymmetrized in electron $N$. If electrons $1,\dots,N-1$ are projected onto $\Phi$, what remains of $\Psi_m$ is a one-electron function with $J=j$, $M=m$, that is, $c\,\varphi_m(N)$. Thus $c^2$ is the probability of finding the other $N-1$ electrons in $\Phi$ when one electron is singled out. The sign of $c$ depends on the phases chosen for $\Phi$ and $\Psi_m$, which can be taken so that $c$ is real.

To express $c$ through $a_m$, consider one normalized determinant $D=a_{k_1}^\dagger\cdots a_{k_N}^\dagger|0\rangle$. Let $D^{(r)}$ be the determinant of $N-1$ electrons left when $k_r$ is struck out, the order of the others being kept. Expansion along the row of electron $N$ gives

$$D=\frac{1}{\sqrt N}\sum_{r=1}^{N}(-1)^{N+r}\,\varphi_{k_r}(N)\,D^{(r)}(1,\dots,N-1). \tag{5}$$

The factor $1/\sqrt N$ is the ratio of the normalizations $1/\sqrt{N!}$ and $1/\sqrt{(N-1)!}$. The annihilation operator must pass $r-1$ creation operators to reach its partner, so $a_{k_r}D=(-1)^{r-1}D^{(r)}$. Projecting (5) on $\varphi_{k_r}(N)$ leaves the sign $(-1)^{N+r}$, and $(-1)^{N+r}(-1)^{r-1}=(-1)^{N-1}$ does not depend on $r$. The relation therefore extends from determinants to any linear combination of them:

$$\int\varphi_m^*(N)\,\Psi_m\,d(N)=\frac{(-1)^{N-1}}{\sqrt N}\,a_m\Psi_m. \tag{6}$$

Here $d(N)$ includes the spin sum of electron $N$. The overlap of (6) with $\Phi$ is $c$. After squaring,

$$c^2=\frac1N\left|\langle\Phi|a_m|\Psi_m\rangle\right|^2=\frac1N\left|\langle\Psi_m|a_m^\dagger|\Phi\rangle\right|^2. \tag{7}$$

## Quasispin operators

The orbitals form $\Omega=j+\tfrac12$ pairs $(m,-m)$. Define

$$S_+=\sum_{m>0}s_m,\qquad s_m=(-1)^{j-m}a_m^\dagger a_{-m}^\dagger,\qquad S_-=S_+^\dagger. \tag{8}$$

The exponent $j-m$ is an integer, so the sign squares to one. For a single pair,

$$s_ms_m^\dagger=a_m^\dagger a_{-m}^\dagger a_{-m}a_m=n_mn_{-m},\qquad s_m^\dagger s_m=(1-n_m)(1-n_{-m}). \tag{9}$$

Their difference is $n_m+n_{-m}-1$. Operators of different pairs commute, because each is a product of two fermion operators. Summing over the pairs, with $\hat n$ the total number of electrons,

$$[S_+,S_-]=\hat n-\Omega=2S_0,\qquad S_0=\tfrac12(\hat n-\Omega). \tag{10}$$

Since $S_+$ adds two electrons, $[S_0,S_\pm]=\pm S_\pm$. These are the commutators of an angular momentum, here called quasispin. It acts on the number of pairs and not on directions in space.

The signs in (8) make the pair a $J=0$ object. To see this, extend the sum to all $m$. Replacing $m$ by $-m$ changes the phase by $(-1)^{2m}=-1$, and exchanging the two creation operators gives another minus sign. Both halves of the sum are thus equal, and $S_+=\tfrac12\sum_m(-1)^{j-m}a_m^\dagger a_{-m}^\dagger$. By (1),

$$[J_+,S_+]=\tfrac12\sum_m(-1)^{j-m}\left(\alpha_m a_{m+1}^\dagger a_{-m}^\dagger+\alpha_{-m}a_m^\dagger a_{-m+1}^\dagger\right). \tag{11}$$

In the second term rename $m\to m+1$. Its phase becomes $-(-1)^{j-m}$, its operators become $a_{m+1}^\dagger a_{-m}^\dagger$, and its factor becomes $\alpha_{-m-1}=\sqrt{(j+m+1)(j-m)}=\alpha_m$. The two terms cancel; the end terms of the sum vanish because $\alpha_j=0$. The same shift in the opposite direction gives $[J_-,S_+]=0$, and $[J_z,S_+]=0$ because each pair has $M=0$. Hence $S_+$ changes neither $J$ nor $M$.

## Seniority and the ladder norms

Let $|\chi\rangle$ be a normalized state of $v$ electrons with $S_-|\chi\rangle=0$: it contains no $J=0$ pair that could be removed. The states $S_+^p|\chi\rangle$, with $v+2p$ electrons, are said to have seniority $v$.

The two states needed here are unique up to a phase. For $v=0$ the starting state is the vacuum $|0\rangle$. For $v=1$ the starting states are the one-electron states, which $S_-$ annihilates since it removes two electrons, and the one with $M=m$ is $a_m^\dagger|0\rangle$. With $p=(N-1)/2$,

$$\Phi=\frac{S_+^p|0\rangle}{\|S_+^p|0\rangle\|},\qquad \Psi_m=\frac{S_+^pa_m^\dagger|0\rangle}{\|S_+^pa_m^\dagger|0\rangle\|}. \tag{12}$$

For the norms, move $S_-$ to the right through the $p$ factors $S_+$. Each passage leaves a commutator $[S_-,S_+]=\Omega-\hat n$, and the last term vanishes because $S_-|\chi\rangle=0$. When $k$ pairs stand to the right of the commutator, $\hat n$ has the value $v+2k$. Therefore

$$S_-S_+^p|\chi\rangle=\sum_{k=0}^{p-1}(\Omega-v-2k)\,S_+^{p-1}|\chi\rangle=p(\Omega-v-p+1)\,S_+^{p-1}|\chi\rangle, \tag{13}$$

where $\sum_{k=0}^{p-1}2k=p(p-1)$ was used. Taking the overlap with $S_+^{p-1}|\chi\rangle$ gives

$$\|S_+^p|\chi\rangle\|^2=p(\Omega-v-p+1)\,\|S_+^{p-1}|\chi\rangle\|^2, \tag{14}$$

and repeating this down to $p=0$,

$$\|S_+^p|\chi\rangle\|^2=\prod_{k=1}^{p}k(\Omega-v-k+1). \tag{15}$$

The condition $N\le2j$ means $p\le\Omega-1$. All factors are then positive for $v=0$ and $v=1$, so both states in (12) exist.

States of different seniority and equal electron number are orthogonal. Let them be $S_+^p|\chi\rangle$ and $S_+^{p'}|\chi'\rangle$ with $p'>p$. In the overlap $\langle\chi'|S_-^{p'}S_+^p|\chi\rangle$, equation (13) used $p$ times reduces the right-hand side to a multiple of $S_-^{p'-p}|\chi\rangle$, which is zero.

## The coefficient

Creation operators anticommute, so $a_m^\dagger$ commutes with each product of two of them and hence with $S_+$. Applied to (12), this gives

$$a_m^\dagger\Phi=\frac{S_+^pa_m^\dagger|0\rangle}{\|S_+^p|0\rangle\|}=\frac{\|S_+^pa_m^\dagger|0\rangle\|}{\|S_+^p|0\rangle\|}\,\Psi_m. \tag{16}$$

The electron added to the paired parent produces the seniority-one state and nothing else. The squared matrix element in (7) is the ratio of two norms from (15), with $v=1$ above and $v=0$ below. The factors $k$ cancel:

$$|\langle\Psi_m|a_m^\dagger|\Phi\rangle|^2=\prod_{k=1}^{p}\frac{\Omega-k}{\Omega-k+1}=\frac{\Omega-1}{\Omega}\,\frac{\Omega-2}{\Omega-1}\cdots\frac{\Omega-p}{\Omega-p+1}=\frac{\Omega-p}{\Omega}. \tag{17}$$

Each numerator cancels the next denominator. Inserting $\Omega=(2j+1)/2$ and $p=(N-1)/2$,

$$\frac{\Omega-p}{\Omega}=\frac{(2j+1)-(N-1)}{2j+1}=\frac{2j+2-N}{2j+1}. \tag{18}$$

This agrees with the free fraction (3), which was found without quasispin. Division by $N$ according to (7) gives

$$\boxed{c^2=\frac{2j+2-N}{N(2j+1)}} \tag{19}$$

for odd $N$ with $1\le N\le2j$. The factor $1/N$ comes from singling out one of $N$ identical electrons. The rest is Pauli blocking: the parent already fills part of the orbital that the last electron needs.

The same ratio can be counted directly. The operators $s_m$ commute, and $s_m^2=0$. In $S_+^p$ each choice of $p$ different pairs therefore appears $p!$ times, so $S_+^p|0\rangle$ is a sum over all $\binom{\Omega}{p}$ choices with amplitudes of equal magnitude. Acting with $a_m^\dagger$ removes the choices in which the pair $(m,-m)$ is filled. A fraction $p/\Omega$ is lost and $(\Omega-p)/\Omega$ survives.

## Limits

For $N=1$ the parent is the vacuum, and (19) gives $c^2=1$. For fixed $N$ and $j\to\infty$, blocking disappears and $c^2\to1/N$. For $N\ge3$ it does not tend to 1, because the electron singled out may be a member of a pair, and the electrons left behind are then not all paired.

At the other end, $N=2j$, the shell has one hole and (19) gives

$$c^2=\frac{2}{2j(2j+1)}=\frac{1}{j(2j+1)}. \tag{20}$$

This can be confirmed with holes. The parent has $\Omega-1$ filled pairs and one empty pair, and the empty pair is each of the $\Omega$ pairs with probability $1/\Omega$. Orbital $m$ is free when its own pair is the empty one, so $\|a_m^\dagger\Phi\|^2=1/\Omega=2/(2j+1)$. Division by $N=2j$ reproduces (20). For $j=3/2$, $N=3$ the value is $1/6\approx0.1667$.

## Where the remaining weight lies

The weight $1-c^2$ belongs to other parents, and their seniority can be found by removing an electron from $\Psi_m$. For $\mu>0$, the term of $S_+$ containing $a_\mu^\dagger$ gives $[a_\mu,S_+]=(-1)^{j-\mu}a_{-\mu}^\dagger$. For $\mu<0$ the operator $a_\mu^\dagger$ stands second in its pair, which adds a minus sign; the phase $(-1)^{j-|\mu|}=(-1)^{j+\mu}=-(-1)^{j-\mu}$ adds another. The formula thus holds for all $\mu$. Since $a_{-\mu}^\dagger$ commutes with $S_+$, the $p$ factors contribute equally:

$$a_\mu S_+^pa_m^\dagger|0\rangle=\delta_{\mu m}S_+^p|0\rangle+p(-1)^{j-\mu}S_+^{p-1}a_{-\mu}^\dagger a_m^\dagger|0\rangle. \tag{21}$$

The first term has seniority zero. In the second, the two-electron state is a combination of the pair state $S_+|0\rangle$ and states orthogonal to it. The orthogonal part is annihilated by $S_-$, because $S_-$ can only turn it into the vacuum, with amplitude equal to its overlap with $S_+|0\rangle$. Hence the parents of $\Psi_m$ have seniority 0 or 2.

By (6), the weight of all parents of a given seniority is $\frac1N\sum_\mu\|P_va_\mu\Psi_m\|^2$, where $P_v$ projects on that seniority. The sum over all $v$ is $\langle\hat n\rangle/N=1$. For $v=0$, conservation of $M$ leaves $\mu=m$, which contributes $c^2$. The weight on $v=2$ is therefore

$$1-c^2=\frac{N(2j+1)-(2j+2-N)}{N(2j+1)}=\frac{(N-1)(2j+2)}{N(2j+1)}. \tag{22}$$

## Example: five electrons in a shell with $j=9/2$

All quantities here are pure numbers, and no Hamiltonian is involved. The shell has $2j+1=10$ orbitals and $\Omega=5$ pairs. For $N=5$ the parent contains $p=2$ pairs. The norms (15) are

$$\|S_+^2|0\rangle\|^2=(1\cdot5)(2\cdot4)=40,\qquad \|S_+^2a_m^\dagger|0\rangle\|^2=(1\cdot4)(2\cdot3)=24. \tag{23}$$

Their ratio is $24/40=0.6$. The occupation argument gives the same number: four electrons spread over ten orbitals fill each to 0.4, and 0.6 is free. Hence

$$c^2=\frac{0.6}{5}=0.12,\qquad |c|\approx0.346. \tag{24}$$

When one electron is singled out, the other four are found in the fully paired state with probability 12%. By (22), the remaining $4\cdot11/(5\cdot10)=0.88$ lies on parents with $v=2$.

This shell also shows why the seniority labels are needed. Diagonalizing $\mathbf J^2$ among the determinants of five electrons with $M=9/2$, and then $S_+S_-$ within the states found, gives three multiplets with $J=9/2$, of seniority 1, 3 and 5. The same procedure for four electrons gives two states with $J=0$, of seniority 0 and 4. The squared coefficients to the $v=0$ parent are 0.12, 0 and 0 for the three multiplets, as (16) requires. The coefficient from the $v=1$ state to the $J=0$ parent with $v=4$ is also zero, in agreement with (21). Specifying $J$ alone would leave the coefficient undefined.

Across the shell, the free fraction and the coefficient are:

| $N$ | $Nc^2$ | $c^2$ |
|---|---|---|
| 1 | 1.0 | 1.0000 |
| 3 | 0.8 | 0.2667 |
| 5 | 0.6 | 0.1200 |
| 7 | 0.4 | 0.0571 |
| 9 | 0.2 | 0.0222 |

Each added pair lowers the free fraction by $1/\Omega=0.2$. In relative terms the coefficient falls faster than the free fraction, because the share $1/N$ of a single electron shrinks as well.

## Conditions for use

Equation (19) concerns states of definite seniority in one $j$ shell. For $j\le7/2$, which covers the subshells of s, p, d and f electrons, the $J=0$ state of $j^{N-1}$ and the $J=j$ multiplet of $j^N$ are both unique. Equation (19) then follows from (3) and (7) alone, and no interaction within the shell can change it. From $j=9/2$ on there can be several such states, and an interaction may mix states with the same $J$ but different seniority. If the $N$-electron state is $\sum_vA_v\Psi_m^{(v)}$ and the parent remains $\Phi$, the overlap (4) is linear in the state and, by (16), receives a contribution from $v=1$ alone. The squared coefficient becomes $|A_1|^2c^2$, which is at most the value (19).

If the parent is mixed as well, its $v=4$ part can connect to the $v=3$ and $v=5$ parts of the $N$-electron state. The amplitudes must then be added before squaring, and (19) no longer suffices. The same is true when other shells are mixed into both the parent and the $N$-electron state. What survives for any $J=0$ parent made of $N-1$ electrons in the one shell is the sum rule (3): its squared coefficients to all $j^N$ multiplets with $J=j$ add up to $(2j+2-N)/[N(2j+1)]$.

Numbers in the example were calculated in double precision.
